# Polymer thickness that brings an ion below the substrate threshold

## The decision that hangs on the thickness

A calculation of fluorocarbon etching must decide, at each surface element, whether ions arriving through the polymer film still act on the substrate. The simplest rule gives the substrate an ion-driven rate if the film is thinner than some value \(d\), and no rate if it is thicker. Selectivity then depends on \(d\): a material that carries a film thicker than \(d\) is protected, while one that carries a thinner film is etched.

We estimate \(d\) for an ion of initial energy \(E_0=300\) eV and a substrate threshold \(E_{\rm th}=40\) eV. The leading estimate takes a constant stopping power. The first correction accounts for its variation with energy. A separate question is whether an average energy loss is enough to protect the substrate.

## Leading order: constant stopping

Let \(s\) be the path length travelled in the film and \(z\) the depth below its surface. The stopping power \(S\) is the mean energy lost per unit path, counted positive, so

\[
\frac{dE}{ds}=-S .
\]

Assume that \(S\) is constant, that the ion enters along the surface normal and flies straight, and that the film does not change during the impact. Integration from \(E(0)=E_0\) gives

\[
E(s)=E_0-Ss,\qquad 0\le s\le E_0/S .
\]

With straight normal flight, \(z=s\). Setting \(E(d)=E_{\rm th}\) gives

\[
d=\frac{E_0-E_{\rm th}}{S}=\frac{\Delta}{S},\qquad \Delta=E_0-E_{\rm th}.
\]

At thickness \(d\) the ion arrives at the threshold; to arrive below it, the film must be thicker than \(d\). If \(E_0<E_{\rm th}\), no film is needed.

The problem does not fix \(S\), so we assume the round value \(S=130\) eV/nm. Then

\[
d=\frac{300-40}{130}\ {\rm nm}=\frac{260}{130}\ {\rm nm}=2.0\ {\rm nm}=20\ \text{Å}.
\]

After 1 nm the ion has 170 eV left. Stopping it completely would take \(E_0/S=300/130=2.3\) nm. The protective thickness is smaller because the last 40 eV need not be removed.

Two dependences follow directly. At fixed \(S\), another 50 eV of ion energy adds \(50/130=0.38\) nm. At fixed energies, \(d\) varies as \(1/S\): a stopping power 20% lower gives 2.5 nm, and one 20% higher gives 1.7 nm. The changes are unequal because \(1/0.8=1.25\), whereas \(1/1.2=0.83\).

For a straight path at angle \(\theta\) to the normal, \(z=s\cos\theta\). The path needed is still \(\Delta/S\), so the thickness needed is

\[
d_\theta=d\cos\theta\simeq d\left(1-\frac{\theta^2}{2}\right)
\]

for small \(\theta\) in radians. A tilt of \(10^\circ\) reduces 2.00 nm to 1.97 nm, a minor change here.

## First correction: stopping that varies with energy

If \(S\) depends on energy, \(ds=-dE/S(E)\). Exchanging the limits removes the minus sign, and the path to threshold is

\[
\ell=\int_{E_{\rm th}}^{E_0}\frac{dE}{S(E)} .
\]

Choose a reference value \(S_*\) and write \(S(E)=S_*[1+h(E)]\), where \(h\) is the relative departure from it. Let angle brackets denote an average over energy, \(\langle g\rangle=\Delta^{-1}\int_{E_{\rm th}}^{E_0}g\,dE\). Then

\[
\ell=\frac{\Delta}{S_*}\left\langle\frac{1}{1+h}\right\rangle .
\]

Multiplying out confirms the identity \(1/(1+h)=1-h+h^2/(1+h)\). Therefore

\[
\ell=\frac{\Delta}{S_*}\left[1-\langle h\rangle+
\left\langle\frac{h^2}{1+h}\right\rangle\right].
\]

The first term is the constant-stopping result and the second is its first correction. The last term is the remainder. It is not negative, because \(S>0\) requires \(1+h>0\). If \(|h|\le q<1\), it is at most \(q^2/(1-q)\).

The choice of \(S_*\) matters. If it is the arithmetic mean of \(S\) over energy, then \(\langle h\rangle=0\), and the first correction vanishes. What remains is positive, so the arithmetic mean gives too short a path unless \(S\) is constant. The constant that reproduces \(\ell\) is the harmonic mean \(\Delta/\ell\).

If instead \(S_*=S(E_0)\), a smooth stopping power has \(h\simeq -(E_0-E)S'(E_0)/S(E_0)\) near \(E_0\). The average of \(E_0-E\) is \(\Delta/2\), which gives

\[
\ell=\frac{\Delta}{S(E_0)}\left[1+
\frac{\Delta\,S'(E_0)}{2S(E_0)}+O(\Delta^2)\right],
\qquad \Delta\to0 .
\]

This is the asymptotic form for a small energy loss. Its correction is positive when stopping weakens as the ion slows.

## A stopping power from binary collisions

To judge the assumed 130 eV/nm, take Ar\(^+\) in a film of composition CF\(_2\) and rough density 1.8 g/cm\(^3\). With a molar mass of 50.0 g/mol and three atoms per unit, the atomic density is \(N=65\) nm\(^{-3}\). The corresponding layer thickness is \(L=N^{-1/3}=0.249\) nm.

Let an ion of mass \(M_1\) and speed \(v\) meet a resting atom of mass \(M_2\). The centre of mass moves at \(V=M_1v/(M_1+M_2)\). In its frame the atom has speed \(V\) before and after an elastic collision, and its velocity turns by an angle \(\theta_c\). The difference between two vectors of length \(V\) at this angle has length \(2V\sin(\theta_c/2)\), which is the atom's final laboratory speed. With \(E=M_1v^2/2\), the energy transferred is

\[
T=\frac{M_2}{2}\,4V^2\sin^2\frac{\theta_c}{2}
=\gamma E\sin^2\frac{\theta_c}{2},\qquad
\gamma=\frac{4M_1M_2}{(M_1+M_2)^2}.
\]

For impact parameter \(p\) and relative energy \(E_c=EM_2/(M_1+M_2)\), conservation of angular momentum and energy gives \(d\varphi/dr=\pm p/(r^2\sqrt{F})\), with \(F=1-U(r)/E_c-p^2/r^2\). Here \(\varphi\) is the polar angle of the relative position. The incoming and outgoing halves of the orbit are symmetric, so

\[
\theta_c=\pi-2p\int_{r_{\min}}^\infty
\frac{dr}{r^2\sqrt{F(r)}},\qquad F(r_{\min})=0 .
\]

The interaction is the ZBL screened Coulomb potential, an empirical model:

\[
U=\frac{Z_1Z_2e^2}{4\pi\epsilon_0r}\Phi(r/a),\qquad
a=\frac{0.8854\,a_0}{Z_1^{0.23}+Z_2^{0.23}},
\]

where \(Z_1,Z_2\) are the atomic numbers, \(a_0\) is the Bohr radius, and

\[
\begin{aligned}
\Phi(x)={}&0.1818e^{-3.2x}+0.5099e^{-0.9423x}\\
&+0.2802e^{-0.4029x}+0.02817e^{-0.2016x}.
\end{aligned}
\]

Each target atom is given an area \(L^2\), represented by a disc of radius \(p_m=L/\sqrt\pi\). One collision occurs per layer, with carbon in one third of cases and fluorine in two thirds. The mean nuclear stopping power is therefore

\[
S(E)=\frac1L\sum_j c_j\int_0^{p_m}T_j(E,p)\,
\frac{2p\,dp}{p_m^2},\qquad c_{\rm C}=\tfrac13,\quad c_{\rm F}=\tfrac23 .
\]

Gauss–Legendre quadrature gives 196 eV/nm at 300 eV and 62 eV/nm at 40 eV. Stopping weakens substantially as the ion slows. Collisions with \(p>p_m\) are left out of this average. They would add little at 300 eV but more at 40 eV, where a slow ion is deflected from farther away, so the cut makes the fall in stopping somewhat too steep. Extending the integral over all impact parameters at the same density gives 201 eV/nm at 300 eV and 74 eV/nm at 40 eV.

## How large is the correction?

First replace \(S(E)\) by a straight line between these endpoint values. With the entry value as reference, the leading path is \(260/196=1.33\) nm. The relative fall in stopping is \(\alpha=(196-62)/196=0.68\), and the first correction is \(\alpha/2=0.34\). The corrected path is \(1.33\times1.34=1.78\) nm.

For the same line the integral can be done directly. Since \(dE=\Delta\,dS/(196-62)\), with \(S\) in eV/nm,

\[
\ell_{\rm line}=\frac{260}{196-62}\ln\frac{196}{62}\ {\rm nm}
=2.23\ {\rm nm}.
\]

The first correction moves the result the right way but recovers only half of the difference, because \(\alpha\) is not small.

The midpoint value, \((196+62)/2=129\) eV/nm, is a better reference. It is the arithmetic mean of the line, so the first correction vanishes. The leading path is \(260/129=2.02\) nm. Write \(h=bx\), where \(x\) runs from \(-1/2\) to \(1/2\) and \(b=(196-62)/129=1.04\). The next term is \(b^2\langle x^2\rangle=b^2/12=0.09\), which raises the path to 2.20 nm, close to the direct integral for the line.

The collision model does not give a straight line. Integrating its computed \(1/S(E)\) by quadrature gives \(\ell=1.99\) nm, equivalent to a harmonic-mean stopping power of 131 eV/nm. This path is shorter than 2.23 nm, so the computed stopping must lie above the line over at least part of the energy range. The assumed 130 eV/nm is thus a good equivalent constant for this model and these two energies. The closeness depends on the cut at \(p_m\): without it the path is 1.85 nm and the harmonic mean 140 eV/nm. It does not measure the accuracy of the model for a real film.

Electrons in the film also take energy from the ion. The Lindhard–Scharff model gives the electronic stopping power as

\[
S_e=\sum_j n_j\frac{8\pi e^2a_0}{4\pi\epsilon_0}
\frac{Z_1^{7/6}Z_j}{(Z_1^{2/3}+Z_j^{2/3})^{3/2}}
\frac{v}{v_0},
\]

where \(n_j\) is the number density of element \(j\) and \(v_0\) is the Bohr speed. It yields 14 eV/nm at 300 eV and 5 eV/nm at 40 eV, or 7% and 8% of the nuclear values. If the share stays near 7–8% between these energies, including it shortens the 1.99 nm path to about 1.85 nm.

## A second limit: complete stopping

The straight line suits a limited energy interval. To examine \(E_{\rm th}\to0\), consider instead a power law, \(S=S_0(E/E_0)^m\), with \(S_0=S(E_0)\) and \(0<m<1\). Integrating \(E^{-m}\) gives

\[
\ell=\frac{E_0}{(1-m)S_0}
\left[1-\left(\frac{E_{\rm th}}{E_0}\right)^{1-m}\right].
\]

The endpoint values require \(m=\ln(196/62)/\ln(300/40)=0.57\). The path to 40 eV is then about 2.1 nm, near the computed 1.99 nm. As \(E_{\rm th}\to0\), the bracket tends to one and the path tends to about 3.6 nm, compared with 2.3 nm for constant stopping at 130 eV/nm.

The two descriptions nearly agree at a 40 eV threshold but separate when the ion must be stopped completely. A constant chosen for one energy interval should therefore not be carried unchanged to another. The 3.6 nm value is an extrapolation of the power law below 40 eV, where chemical binding and collisions with several atoms at once become more important. The collision model itself departs from the power law there. With the cut at \(p_m\) its local exponent rises from 0.7 at 40 eV towards one, and the path is 3.7 nm to 1 eV and 4.5 nm to 0.1 eV, still growing. The finite limit belongs to the fitted law.

## Why the mean path does not protect every site

A film 2.0 nm thick contains only \(2.0/0.249=8\) model layers. At 300 eV the largest possible transfer is \(\gamma E_0=213\) eV to carbon and 262 eV to fluorine. A single head-on collision with fluorine can therefore leave the argon with 38 eV, below the threshold. Other ions pass several atoms at large impact parameters and lose little. The continuous equation replaces these different histories by one mean loss.

Their spread can be found by following 10,000 ions through a random film. Each flight between collisions has length \(L\), except that the first is drawn uniformly between zero and \(L\). The target element is drawn with the probabilities above, the impact point uniformly over the disc, and the azimuth uniformly around the direction of motion.

After a collision the ion's laboratory deflection \(\psi\) follows from adding the centre-of-mass velocity to its turned velocity in that frame:

\[
\tan\psi=\frac{\sin\theta_c}{\cos\theta_c+M_1/M_2}.
\]

The struck atom leaves at \((\pi-\theta_c)/2\) to the incoming direction, on the opposite side. This is the base angle of the isosceles triangle used to find \(T\). Recoils above 40 eV are followed by the same rules. A particle is dropped when its energy falls to 40 eV or below, or when it leaves through the outer surface. Electronic loss and binding energies are omitted.

In the first collision the mean loss is 48 eV and the standard deviation is 58 eV. The spread of a single loss exceeds its mean, so eight layers cannot be expected to give a sharply defined final energy.

For each ion we record the greatest depth reached while it is still above 40 eV. If this depth exceeds \(d\), the ion first crossed \(d\) above threshold, since it cannot gain energy later. The mean greatest depth is 1.57 nm, yet 24% of the ions cross 2.0 nm above threshold. The statistical standard error of this share is 0.4 percentage points; it does not include errors of the model. One of these comes from the fixed flight length, which excludes the long collision-free flights possible in a fully random arrangement of atoms. Exponentially distributed flights raise the share to about 28–33%, depending on how many distant collisions are kept. Including electronic loss lowers it to about 19%, and a density of 1.6 or 2.1 g/cm\(^3\) in place of 1.8 moves it to about 34% or 13%. The 24% therefore belongs to this flight rule and density and is not a prediction for a real film.

The mean track length is 1.75 nm, longer than the mean greatest depth because tracks bend. It is also shorter than the continuous path of 1.99 nm; the simulation does not isolate the cause of this difference.

The thickness crossed above threshold by 10% of the ions is 2.4 nm, and by 1% it is 3.3 nm. This tail is sensitive to the flight rule: with exponentially distributed flights the 1% thickness is about 4.0–4.3 nm. Recoils extend the reach further. In 59% of impacts, the ion or at least one recoil crosses 2.0 nm with more than 40 eV; the thickness for a 1% share on this count is 4.3 nm, with a sampling uncertainty of about 0.1 nm. Electronic loss would lower the 59% to somewhat under half. Applying the ion's threshold to carbon and fluorine recoils is an assumption, since the damage threshold can depend on the projectile.

These results change the use of \(d\). It locates the thickness at which mean slowing along a straight path reaches the threshold, but in this collision model it is not a cutoff for substrate reactions. A rate calculation that sets the ion contribution to zero at 2.0 nm discards the 24% of ions still above threshold. A transmitted fraction that falls gradually with thickness represents the model better. The reaction rate also needs the energies of the transmitted particles, because the yield above threshold generally depends on energy.

## The estimate beside a real etch

The parameters represent argon-containing fluorocarbon etching of silicon dioxide, where ion energies of hundreds of electronvolts and films of nanometre thickness are in the usual regime. A threshold of some tens of electronvolts is a reasonable scale, but the effective value depends on the ion, the surface chemistry and the substrate. Real sheaths deliver a distribution of ion energies: at the assumed constant stopping, an ion with 50 eV more requires 2.4 nm instead of 2.0 nm. This overstates the increase of the mean path in the collision model, where stopping is already 196 eV/nm at 300 eV and still rising, so the added path is a little under \(50/196=0.26\) nm. The simulated tail moves more: at 350 eV about 35% of the ions cross 2.0 nm, and the 10% and 1% thicknesses grow by 0.3 to 0.4 nm. Discrete collisions matter more here, since limiting transmission above threshold to 1% of the 300 eV ions takes 3.3 nm in the model.

Real films are also removed, replenished and mixed with the substrate during bombardment. Oxide supplies oxygen that can help remove carbon, so different materials can carry different film thicknesses under the same plasma. The present model takes the thickness as given and does not predict that difference, nor does it size the effect of mixing. For these energies and this density, 2 nm is the thickness at which about three quarters of the ions no longer reach the substrate above threshold in the model with fixed flight lengths. It is a first estimate of scale, not a design value for a real film. A requirement of low transmission calls for a thicker film, set by the permitted fraction and by whether recoils count.
